# Cobalt Liner Dissolution Driven by Oxygen Reduction on Copper

## The problem

A long copper line of width \(w\) lies flush in a flat insulating surface. Along each of its two edges runs a cobalt liner of exposed width \(t\ll w\), in electrical contact with the copper. The surface is wetted by a buffered rinse in which dissolved oxygen is the only species reduced. Dissolved oxygen, of diffusivity \(D\), has its bulk concentration \(c_0\) at height \(\delta\) above the surface and moves by diffusion alone below that height. No other line is near.

Copper reduces oxygen with \(n=4\) electrons per molecule. Cobalt dissolves as \(\mathrm{Co\to Co^{2+}+2e^-}\), so \(z=2\); it is free of any passive film, and its redeposition is neglected. Oxygen reduction on the liner is neglected until part (f). All currents below are magnitudes.

The model parameters are \(w=10\ \mu\mathrm m\), \(t=3\ \mathrm{nm}\), \(\delta=50\ \mu\mathrm m\), \(D=2\times10^{-9}\ \mathrm{m^2/s}\) and, for a degassed rinse, \(c_0=0.0025\ \mathrm{mol/m^3}\). Cobalt has molar mass \(M=58.93\ \mathrm{g/mol}\) and density \(\rho=8900\ \mathrm{kg/m^3}\).

## (a) Charge and mass balance

**Question.** Let the copper collect \(N\) moles of oxygen per second and per metre of line. Express the recession speed \(v\) of the liners through \(N\).

**Answer.** The couple has no external connection, so the electrons released by cobalt equal those consumed on copper. Per metre of line, the cathodic current is \(I'=nFN\), with \(F\) the Faraday constant. The two liners expose an area \(2t\) per metre, hence

\[
2t\,i_{\rm Co}=nFN .
\]

One mole of cobalt releases the charge \(zF\) and occupies the volume \(V_m=M/\rho\). The current density \(i_{\rm Co}\) therefore removes a thickness per unit time

\[
v=\frac{V_m\,i_{\rm Co}}{zF}=\frac{n}{z}\,\frac{V_mN}{2t}. \tag{1}
\]

The Faraday constant cancels because the same electrons are counted on both metals. This balance assumes that copper does not dissolve, which part (f) examines.

## (b) The oxygen supply at the limit

**Question.** At the limiting current the oxygen concentration on copper is zero. Write the supply as \(N_L=Dc_0G\) and find \(G\). The map \(u=\tanh(\pi\zeta/2\delta)\), with \(\zeta=x+iy\), may be used; \(x=0\) is the middle of the copper and \(y=0\) the surface.

**Answer.** In the steady state \(\nabla^2c=0\) for \(0<y<\delta\). The conditions are \(c=c_0\) at \(y=\delta\), \(c=0\) on \(|x|<w/2\) at \(y=0\), and \(\partial c/\partial y=0\) on the rest of the surface.

On \(y=0\) the variable \(u\) is real with \(|u|<1\). On \(y=\delta\), the identity \(\tanh(q+i\pi/2)=\coth q\) gives real \(u\) with \(|u|>1\). The film thus becomes the upper half-plane, and copper becomes the segment

\[
|u|<k,\qquad k=\tanh\frac{\pi w}{4\delta}.
\]

A second map turns the half-plane into a rectangle:

\[
s=\int_0^{u/k}\frac{dq}{\sqrt{(1-q^2)(1-k^2q^2)}} .
\]

While \(|q|<1\), \(s\) is real and runs from \(-K\) to \(K\), where \(K\) is this integral taken from 0 to 1. Passing \(q=1\) in the upper half-plane multiplies the integrand by \(i\), so \(s\) turns upwards. It climbs by

\[
K'=\int_1^{1/k}\frac{dq}{\sqrt{(q^2-1)(1-k^2q^2)}}
\]

until \(q=1/k\), which is \(u=1\). There it turns again and runs along the top side. Copper is therefore the bottom side, of length \(2K\); the insulator forms the two vertical sides; the bulk boundary is the top side, at height \(K'\). The substitution \(q=(1-k'^2p^2)^{-1/2}\), with \(k'^2=1-k^2\), gives \(K'\) the same form as \(K\), with \(k'\) in place of \(k\). Both are complete elliptic integrals of the first kind.

In the rectangle the solution is linear, \(c=c_0\,\mathrm{Im}\,s/K'\). It remains harmonic in the original coordinates because the maps are analytic. The Cauchy–Riemann relation \(\partial\,\mathrm{Im}\,s/\partial y=\partial\,\mathrm{Re}\,s/\partial x\) then gives

\[
N_L=D\int_{-w/2}^{w/2}\frac{\partial c}{\partial y}\,dx
=\frac{Dc_0}{K'}\int_{-w/2}^{w/2}\frac{\partial\,\mathrm{Re}\,s}{\partial x}\,dx
=Dc_0\,\frac{2K}{K'} .
\]

Hence

\[
G=\frac{2K(k)}{K(k')},\qquad k=\tanh\frac{\pi w}{4\delta}. \tag{2}
\]

The local flux will also be needed. On copper, \(du/dx=(\pi/2\delta)(1-u^2)\) and \(ds/du=[(k^2-u^2)(1-u^2)]^{-1/2}\), so

\[
j_L(x)=\frac{Dc_0}{K'}\frac{ds}{dx}
=\frac{\pi Dc_0}{2\delta K'}\sqrt{\frac{1-u^2}{k^2-u^2}} . \tag{3}
\]

Since \(k<1\), this grows from the middle of the line towards its edges, where oxygen also arrives from the side.

## (c) Wide and narrow lines

**Question.** Find \(G\) for \(w\gg\delta\) and for \(w\ll\delta\). Compare each with the area-ratio rule, which assigns the planar flux \(Dc_0/\delta\) to the whole copper width.

**Answer.** The area-ratio rule amounts to \(G=w/\delta\). Both limits need \(K\) at a modulus close to 1. With \(k\ll1\) and \(\phi\) measured from the end where the integrand peaks,

\[
K(k')=\int_0^{\pi/2}\frac{d\phi}{\sqrt{\sin^2\phi+k^2\cos^2\phi}} .
\]

Split the range at \(\varepsilon\), with \(k\ll\varepsilon\ll1\). The lower part is \(\int_0^\varepsilon d\phi/\sqrt{\phi^2+k^2}\simeq\ln(2\varepsilon/k)\). The upper part is \(\int_\varepsilon^{\pi/2}d\phi/\sin\phi\simeq\ln(2/\varepsilon)\). Their sum is \(\ln(4/k)\), independent of \(\varepsilon\).

For a narrow line, \(k\simeq\pi w/4\delta\) and \(K(k)\simeq\pi/2\), so

\[
G\simeq\frac{\pi}{\ln(16\delta/\pi w)}\qquad(w\ll\delta). \tag{4}
\]

For a wide line the roles of \(k\) and \(k'\) are exchanged. Now \(k'=1/\cosh(\pi w/4\delta)\simeq2e^{-\pi w/4\delta}\), so \(K(k)\simeq\ln(4/k')=\ln2+\pi w/4\delta\), while \(K(k')\simeq\pi/2\). Therefore

\[
G\simeq\frac{w}{\delta}+\frac{4\ln2}{\pi}\qquad(w\gg\delta). \tag{5}
\]

The first term is the area-ratio rule. The second is the net gain from the two edges: oxygen also enters the film above the insulator, while somewhat less than the planar amount enters above the copper. At \(w/\delta=4\), equation (5) gives \(G=4.88\), so the area-ratio value of 4 is about 18% below it. For a narrow line the rule fails altogether, because the supply then depends on the width only through a logarithm.

## (d) The limiting dissolution rate

**Question.** Calculate the limiting cobalt current density and recession rate for the degassed rinse. What would the area-ratio rule give, and what happens if stirring halves \(\delta\)?

**Answer.** Equations (1) and (2), with \(n=4\) and \(z=2\), give

\[
v_L=\frac{V_mDc_0}{t}\,G .
\]

The line is more than three thousand times as wide as a liner, yet \(w/\delta=0.200\). For oxygen transport it is narrow. The modulus is \(k=0.1558\), and equation (2) gives \(G=0.970\), close to the narrow-line limit. The current per metre is

\[
I'_L=4(96485)(2\times10^{-9})(0.0025)(0.970)\ \mathrm{A/m}
=1.87\times10^{-6}\ \mathrm{A/m}.
\]

Dividing by \(2t=6\times10^{-9}\ \mathrm m\) gives \(i_{\rm Co}=312\ \mathrm{A/m^2}\). With \(V_m=6.62\times10^{-6}\ \mathrm{m^3/mol}\),

\[
v_L=\frac{(6.62\times10^{-6})(2\times10^{-9})(0.0025)(0.970)}{3\times10^{-9}}\ \mathrm{m/s}
=10.7\ \mathrm{nm/s},
\]

or about 640 nm/min. The area-ratio rule would give 2.2 nm/s, too low by a factor of 4.8.

Halving the film thickness raises \(G\) from 0.970 to 1.231. The limiting rate grows by 27%, not by the factor of two that the planar flux would suggest.

## (e) Can the couple reach the limit?

**Question.** Copper consumes oxygen at the local rate \(k_rc\), and the two metals follow

\[
i_{\rm Co}=i_{\rm ref}10^{(E-E_a)/b_a},\qquad
k_r=k_{\rm ref}10^{-(E-E_c)/b_c}.
\]

The chosen constants are \(i_{\rm ref}=1\ \mathrm{A/m^2}\), \(E_a=-0.350\ \mathrm V\), \(b_a=60\ \mathrm{mV}\), \(k_{\rm ref}=2\times10^{-3}\ \mathrm{m/s}\), \(E_c=-0.150\ \mathrm V\) and \(b_c=120\ \mathrm{mV}\), with potentials against the standard hydrogen electrode. Estimate the fraction \(f=N/N_L\) of the limiting supply that is used, and decide whether the estimate is high or low. Apply it to the degassed rinse, whose mixed potential is \(E=-0.2016\ \mathrm V\), and to a rinse with a hundred times more oxygen, for which \(E=-0.0881\ \mathrm V\).

**Answer.** Suppose that the concentration on copper has a uniform value \(c_s\). By linearity, diffusion supplies \(N=DG(c_0-c_s)\), and the reaction consumes \(N=k_rwc_s\). Inserting \(c_s=N/(k_rw)\) into the first relation gives

\[
N\left(1+\frac{DG}{k_rw}\right)=DGc_0,
\qquad
f\simeq\frac{1}{1+DG/(k_rw)} . \tag{6}
\]

The true surface concentration is not uniform. Let \(c\) be the true solution, with local flux \(j=k_rc\), and \(c_L\) the limiting one, with flux \(j_L\). Green's identity for two harmonic functions states that \(\oint(c\,\partial_nc_L-c_L\,\partial_nc)\,d\ell=0\). At the top both functions equal \(c_0\), which contributes \(c_0(N_L-N)/D\). On copper \(c_L=0\), and the outward normal points down, which contributes \(-\int c\,j_L\,dx/D\). The insulator contributes nothing. Hence

\[
c_0(N_L-N)=\int c\,j_L\,dx=\frac1{k_r}\int j\,j_L\,dx .
\]

Both fluxes rise steadily from the middle of the copper to its edges, where oxygen also arrives from the side. For any two points \(x_1\) and \(x_2\) on the copper, therefore, \([j(x_1)-j(x_2)][j_L(x_1)-j_L(x_2)]\ge0\). Averaging this over both points shows that the mean of the product is at least the product of the means: \(\int j\,j_L\,dx\ge NN_L/w\). Replacing the integral by this lower value reproduces equation (6). The estimate is therefore high.

For the degassed rinse,

\[
k_r=2\times10^{-3}\times10^{0.0516/0.120}\ \mathrm{m/s}=5.38\times10^{-3}\ \mathrm{m/s},
\]

\[
\frac{DG}{k_rw}=\frac{(2\times10^{-9})(0.970)}{(5.38\times10^{-3})(10^{-5})}=0.036,
\qquad f\simeq0.965 .
\]

For the oxygen-rich rinse, \(k_r=6.10\times10^{-4}\ \mathrm{m/s}\), the ratio is 0.318 and \(f\simeq0.759\).

The mixed potentials come from a numerical solution. The diffusion equation with the reaction condition on copper was solved by finite volumes, on a mesh refined towards the copper edges, and \(E\) was adjusted until the anodic and cathodic currents agreed. That solution gives \(f=0.954\) and \(f=0.744\). The mesh leaves the last digit of the oxygen-rich values uncertain by one unit: the converged values are \(f=0.743\) and 795 nm/s. Relative to these values the estimates are high by about 1% and 2%. For a flat surface and steady diffusion, the resulting rates are

| Rinse | Limiting rate (nm/s) | Rate in the couple (nm/s) |
|---|---:|---:|
| degassed | 10.7 | 10.2 |
| oxygen-rich | 1070 | 796 |

In the degassed rinse the limiting-current result is good to about 5%. With more oxygen, cobalt must supply a much larger current density, which requires a more positive potential. The same shift slows oxygen reduction on copper, and about a quarter of the limiting supply goes unused. The limiting rate is then an upper bound, not the rate.

## (f) Other conditions on the result

**Question.** Examine the potential difference through a rinse of conductivity \(\kappa=0.1\ \mathrm{S/m}\), the possible dissolution of copper, and oxygen reduction on the liners. State what else could change the rate.

**Answer.** *Potential in the rinse.* Let the rinse be deep compared with \(w\). A line current \(I\) entering it at an insulating surface spreads over half-cylinders and produces \(\phi=-(I/\pi\kappa)\ln r\), up to a constant. Each liner emits \(I'/2\), taken as uniform over its width, and copper absorbs \(I'\).

For \(w\ll\delta\), equation (3) makes the copper current proportional to \((a^2-x^2)^{-1/2}\), with \(a=w/2\). Setting \(x'=a\cos\theta\) makes this distribution uniform in \(\theta\). For \(x=a\cos\psi\),

\[
|\cos\psi-\cos\theta|=2\left|\sin\frac{\theta+\psi}{2}\,\sin\frac{\theta-\psi}{2}\right| .
\]

The average of \(\ln|\sin|\) over a full cycle is \(-\ln2\), so the average of \(\ln|x-x'|\) is \(\ln a+\ln2-2\ln2=\ln(a/2)\) at every point of the copper. The copper current thus gives the same potential at the centre as at the edge, and cancels from the difference between liner and centre, apart from a small correction for the liner's finite width.

The average of \(\ln|x-x'|\) within one liner is \(\ln t+2\int_0^1(1-r)\ln r\,dr=\ln t-\tfrac32\). The other liner is at distance \(w\), and the centre is at \(w/2\) from both. Therefore

\[
\Delta\phi\simeq\frac{I'}{2\pi\kappa}\left[-\ln t+\frac32-\ln w+2\ln\frac w2\right]
=\frac{I'}{2\pi\kappa}\left[\ln\frac{w}{4t}+\frac32\right].
\]

The bracket is 8.2. At the limiting currents \(\Delta\phi\) is 0.025 mV in the degassed rinse and 2.5 mV in the oxygen-rich one. Both are small beside the 60 mV that changes the cobalt current tenfold, so one common potential is adequate for the flat surface. A much less conducting rinse would need a separate calculation. The estimate also uses the bulk conductivity down to the liner width. A conductivity of 0.1 S/m corresponds to about \(7\ \mathrm{mol/m^3}\) of a 1:1 salt, whose Debye length of about 3.6 nm is as large as \(t\), so the contribution from next to the liner is only indicative.

*Copper dissolution.* With a standard potential of 0.34 V at 25 °C and a copper-ion activity of \(10^{-6}\), the Nernst equation gives \(0.34\ \mathrm V+(RT/2F)\ln10^{-6}\approx0.16\ \mathrm V\). Both mixed potentials lie below this, so copper has no tendency to dissolve as \(\mathrm{Cu^{2+}}\) at that activity. A strong copper complexant lowers the free-ion activity and with it this margin. The argument does not cover oxide formation: with \(E=0.47\ \mathrm V-0.059\ \mathrm V\times\mathrm{pH}\) for \(\mathrm{Cu/Cu_2O}\), the oxide becomes stable above pH 9.5 at the oxygen-rich mixed potential.

*Oxygen reduction on cobalt.* If the liners also collected oxygen at the limit, the collecting width would be \(w+2t\). Equation (2) then raises \(G\) by 0.02%, which is negligible for the limiting supply. This does not bound the rate in the couple, where copper leaves oxygen unused. Liners with the same \(k_r\) as copper raise that rate by about 0.02%, but liners reducing oxygen at their own transport limit would raise it by about 1% in the degassed rinse and 10% in the oxygen-rich one.

*Other changes.* If oxygen were reduced only to peroxide, \(n\) would be 2 and the limiting rate would halve. In an array of pitch \(p\), the supply per line cannot exceed that of a fully absorbing surface, so \(G\le p/\delta\). The isolated-line value therefore cannot hold once \(p<G\delta\). This is only a bound: neighbours compete for the same oxygen, and lower the supply per line, already at somewhat larger pitch.

Finally, the rate belongs to steady diffusion and a flat surface. If the rinse starts with uniform oxygen, the profile settles in a time of order \(\delta^2/D\), about 1 s, and until then the supply is larger than the steady one. At 10.2 nm/s the recess becomes as deep as the liner is wide in about 0.3 s, so the liner is already recessed when the steady state is reached. At the oxygen-rich rate of 796 nm/s it takes only about 4 ms. The true times are shorter, because the early rate is higher. At the first instant \(c=c_0\) on copper, and the balance \(2t\,i_{\rm Co}=nFwk_rc_0\) gives about 96 nm/s in the degassed rinse and 2100 nm/s in the oxygen-rich one. With the time-dependent supply, 3 nm are removed in about 0.2 s and 1.7 ms. At 796 nm/s the cobalt current density is \(2.3\times10^4\ \mathrm{A/m^2}\), and a recess 0.1 µm deep, filled with rinse of unchanged conductivity, would add a potential drop of about 23 mV, which slows the dissolution by roughly 10%. That figure is only indicative: with a cobalt-ion diffusivity of \(7\times10^{-10}\ \mathrm{m^2/s}\), diffusion alone would raise the cobalt-ion concentration by about \(17\ \mathrm{mol/m^3}\) along such a recess, more than the salt content of the rinse, so its conductivity would not stay unchanged. The oxygen-rich rate in the table therefore belongs to a surface held flat until the oxygen profile is steady. It is neither the starting rate nor a lasting one. Recession exposes copper side walls, but oxygen reaches them only through the liner openings, so they raise the limiting supply by no more than the 0.02% found above. Recession also lengthens the path of the cobalt ions, which this planar model does not contain.
